# Same Threshold Shift, Different Trapped Charge: A Second Reading Separates Them: a numerical check

```python
"""
Claim under test: in a charge-trap stack between two p-type silicon electrodes,
the body threshold shift does not fix the net trapped charge, but the distance
between the body threshold and the gate-surface threshold does:
    shift_body             = integral(n s) + delta(q)
    shift_gate             = -integral(n (S - s)) - delta(q)
    shift_body - shift_gate = S q + 2 delta(q)
n: trapped electrons per volume, q: their net number per area,
s(x): integral of 1/permittivity from the gate surface to x, S: its full value,
delta(q): change of the accumulation drop in the opposite silicon electrode.
Units: V, nm, elementary charge e. Voltage = gate bulk minus body bulk.
The formulas are compared with a full nonlinear Poisson-Boltzmann solution.
"""
import numpy as np
from scipy import constants as const
from scipy.linalg import solveh_banded
from scipy.optimize import brentq

# ---------- model parameters ----------
eps0 = const.epsilon_0 / const.e * 1e-9          # e / (V nm)
eps_ox, eps_nit, eps_si = 3.9 * eps0, 7.5 * eps0, 11.7 * eps0
temperature = 300.0
kT = const.k * temperature / const.e             # V
doping = 1e18 * 1e-21                            # nm^-3
n_intrinsic = 1e10 * 1e-21                       # nm^-3
nit_left, nit_right, length = 5.0, 13.0, 17.0    # nm from the gate surface
p_bulk = doping / 2 + np.sqrt(doping**2 / 4 + n_intrinsic**2)
n_bulk = n_intrinsic**2 / p_bulk
psi_T = 2 * kT * np.log(p_bulk / n_intrinsic)


# ---------- derived formulas ----------
def elastance(x):
    """Integral of 1/permittivity from the gate surface to x."""
    in_nitride = np.clip(x - nit_left, 0, nit_right - nit_left)
    return (x - in_nitride) / eps_ox + in_nitride / eps_nit


def silicon_charge_size(psi):
    """Magnitude of silicon charge per area at surface band bending psi."""
    y = psi / kT
    pressure = kT * (p_bulk * (np.exp(-y) + y - 1)
                     + n_bulk * (np.exp(y) - y - 1))
    return np.sqrt(2 * eps_si * pressure)


def accumulation_drop(sigma):
    return brentq(lambda u: silicon_charge_size(-u) - sigma, 0.0, 1.0,
                  xtol=1e-13)


S = elastance(length)
D_T = silicon_charge_size(psi_T)


def delta(q):
    return accumulation_drop(D_T + q) - accumulation_drop(D_T)


def totals(profile):
    """Net electrons per area and their elastance-weighted integral.
    A profile is a list of slabs (left, right, electrons per area)."""
    q = sum(n for _, _, n in profile)
    moment = sum(n * elastance((a + b) / 2) for a, b, n in profile)
    return q, moment


def formula_thresholds(profile):
    q, moment = totals(profile)
    common = psi_T + S * D_T + accumulation_drop(D_T + q)
    return common + moment, -(common + S * q - moment)


# ---------- independent road: nonlinear Poisson-Boltzmann solver ----------
si_grid = 80 * np.sinh(7 * np.linspace(0, 1, 501)) / np.sinh(7)
stack_grid = np.arange(103) / 6
nodes = np.concatenate([-si_grid[::-1], stack_grid[1:-1], length + si_grid])
gate_surface, body_surface = 500, len(nodes) - 501
h = np.diff(nodes)
mid = (nodes[1:] + nodes[:-1]) / 2
is_silicon = (mid < 0) | (mid > length)
is_nitride = (mid > nit_left) & (mid < nit_right)
coupling = np.where(is_silicon, eps_si,
                    np.where(is_nitride, eps_nit, eps_ox)) / h


def to_nodes(cell_values):
    out = np.zeros(len(nodes))
    out[:-1] += cell_values / 2
    out[1:] += cell_values / 2
    return out


si_width = to_nodes(h * is_silicon)


def solve_potential(voltage, profile):
    """Minimise the convex electrostatic free energy by damped Newton steps."""
    cell_charge = np.zeros(len(h))
    for a, b, n in profile:
        cell_charge -= n / (b - a) * h * ((mid > a) & (mid < b))
    trapped = to_nodes(cell_charge)
    bulk = np.where(nodes < length / 2, voltage, 0.0)

    def carriers(phi):
        y = np.where(si_width > 0, (phi - bulk) / kT, 0.0)
        return p_bulk * np.exp(-y), n_bulk * np.exp(y)

    def energy(phi):
        p, n = carriers(phi)
        return (np.sum(coupling * np.diff(phi)**2) / 2 - trapped @ phi
                + np.sum(si_width * (kT * (p + n) + doping * (phi - bulk))))

    phi = np.interp(nodes, [0, length], [voltage, 0.0])
    with np.errstate(over="ignore"):
        for _ in range(400):
            p, n = carriers(phi)
            flux = coupling * np.diff(phi)
            gradient = -trapped - si_width * (p - n - doping)
            gradient[:-1] -= flux
            gradient[1:] += flux
            diagonal = si_width * (p + n) / kT
            diagonal[:-1] += coupling
            diagonal[1:] += coupling
            band = np.zeros((2, len(nodes) - 2))
            band[0, 1:] = -coupling[1:-1]
            band[1] = diagonal[1:-1]
            step = np.zeros(len(nodes))
            step[1:-1] = solveh_banded(band, -gradient[1:-1])
            if np.max(np.abs(step)) < 1e-8:
                return phi + step
            old, scale = energy(phi), 1.0
            while not energy(phi + scale * step) <= old + 1e-11:
                scale /= 2
                assert scale > 1e-12, "line search failed"
            phi = phi + scale * step
    raise AssertionError("Newton iteration did not converge")


def solver_thresholds(profile):
    def body(v):
        return solve_potential(v, profile)[body_surface] - psi_T

    def gate(v):
        return solve_potential(v, profile)[gate_surface] - v - psi_T

    return brentq(body, 0, 9, xtol=1e-7), brentq(gate, -9, 0, xtol=1e-7)


# ---------- profiles ----------
near_gate, near_channel = (5.0, 7.0), (11.0, 13.0)
s_gate_slab, s_channel_slab = elastance(6.0), elastance(12.0)
q_A = 0.05
target_shift = q_A * s_channel_slab + delta(q_A)
q_B = brentq(lambda q: q * s_gate_slab + delta(q) - target_shift, 0, 0.5,
             xtol=1e-14)
q_pair = target_shift / (s_channel_slab - s_gate_slab)
profiles = {
    "fresh": [],
    "A": [(*near_channel, q_A)],
    "B": [(*near_gate, q_B)],
    "neutral": [(*near_gate, -q_pair), (*near_channel, q_pair)],
    # same total and centroid as A, different shape
    "A reshaped": [(*near_gate, 0.1 * q_A), (37 / 3, 13.0, 0.9 * q_A)],
}

# ---------- tests ----------
# 2 mV covers the finite grid in the silicon and its finite depth
tol = 2e-3
solved = {name: solver_thresholds(pr) for name, pr in profiles.items()}
for name, pr in profiles.items():
    assert np.allclose(solved[name], formula_thresholds(pr), rtol=0, atol=tol)

shift = {name: np.subtract(solved[name], solved["fresh"]) for name in profiles}
for name in ("B", "neutral", "A reshaped"):
    assert abs(shift[name][0] - shift["A"][0]) < tol
assert q_B > 1.2 * q_A
assert abs(shift["B"][1] - shift["A"][1]) > 0.5       # second reading differs
assert abs(shift["A reshaped"][1] - shift["A"][1]) < tol

recovered, centroid, short_form = {}, {}, {}
for name in ("A", "B", "neutral", "A reshaped"):
    widening = shift[name][0] - shift[name][1]
    recovered[name] = brentq(lambda q: S * q + 2 * delta(q) - widening,
                             -0.02, 0.5, xtol=1e-13)
    short_form[name] = widening / S
    assert abs(recovered[name] - totals(profiles[name])[0]) < 2 * tol / S
for name, true_centre in (("A", 12.0), ("B", 6.0), ("A reshaped", 12.0)):
    q = recovered[name]
    s_mean = (shift[name][0] - delta(q)) / q
    centroid[name] = nit_left + (s_mean - elastance(nit_left)) * eps_nit
    assert abs(centroid[name] - true_centre) < 0.05

# ---------- printed numbers ----------
naive = shift["A"][0] / elastance((nit_left + nit_right) / 2)
print(f"layers ox/nitride/ox: {nit_left:.0f} / {nit_right - nit_left:.0f}"
      f" / {length - nit_right:.0f} nm")
print("relative permittivity ox, nitride, Si:"
      f" {eps_ox/eps0:.1f}, {eps_nit/eps0:.1f}, {eps_si/eps0:.1f}")
print(f"vacuum permittivity: {eps0:.6f} e/(V nm)")
print(f"temperature: {temperature:.0f} K, kT/e: {kT:.6f} V")
print(f"doping: {doping:.1e} nm^-3, n_i: {n_intrinsic:.1e} nm^-3")
print(f"threshold band bending psi_T: {psi_T:.4f} V")
print(f"threshold silicon charge D_T: {D_T:.5f} e/nm^2")
print(f"accumulation drop u(D_T): {accumulation_drop(D_T):.4f} V")
print(f"total elastance S: {S:.3f} V nm^2/e")
print(f"elastance at slab A centre: {s_channel_slab:.3f} V nm^2/e")
print(f"elastance at slab B centre: {s_gate_slab:.3f} V nm^2/e")
print(f"total A: {q_A:.5f} nm^-2 = {q_A*1e14:.3e} cm^-2")
print(f"total B: {q_B:.5f} nm^-2 = {q_B*1e14:.3e} cm^-2")
print(f"ratio total B / total A: {q_B/q_A:.4f}")
print(f"neutral pair, each sign: {q_pair:.5f} nm^-2")
print(f"delta(q) A, B: {delta(q_A):.4f}, {delta(q_B):.4f} V")
print(f"shift_body by formula, A and B: {target_shift:.4f} V")
for name in profiles:
    print(f"{name}: solver V_body {solved[name][0]:.4f} V,"
          f" V_gate {solved[name][1]:.4f} V")
for name in recovered:
    print(f"{name}: shift_body {shift[name][0]:.4f} V,"
          f" shift_gate {shift[name][1]:.4f} V")
for name in recovered:
    print(f"{name}: widening {shift[name][0] - shift[name][1]:.4f} V,"
          f" recovered q {recovered[name] + 0.0:.5f} nm^-2")
for name in centroid:
    print(f"{name}: recovered centroid {centroid[name]:.2f} nm from gate")
print(f"naive q (mid-nitride, no delta): {naive:.5f} nm^-2")
for name, q in (("A", q_A), ("B", q_B)):
    print(f"{name}: naive error {100*(naive/q - 1):.1f} %,"
          f" widening/S = {short_form[name]:.5f} nm^-2,"
          f" error {100*(short_form[name]/q - 1):.1f} %")
worst = max(abs(a - b) for name in profiles for a, b in
            zip(solved[name], formula_thresholds(profiles[name])))
print(f"largest solver-formula difference: {1000*worst:.3f} mV")
print(f"largest oxide field in a read, B: {(D_T + q_B)/eps_ox:.3f} V/nm")
peak = p_bulk * np.exp(accumulation_drop(D_T + q_B) / kT)
print(f"peak Boltzmann hole density, B: {peak:.3f} nm^-3")
print("every check passed")
```

Running it gives:

```
layers ox/nitride/ox: 5 / 8 / 4 nm
relative permittivity ox, nitride, Si: 3.9, 7.5, 11.7
vacuum permittivity: 0.055263 e/(V nm)
temperature: 300 K, kT/e: 0.025852 V
doping: 1.0e-03 nm^-3, n_i: 1.0e-11 nm^-3
threshold band bending psi_T: 0.9524 V
threshold silicon charge D_T: 0.03509 e/nm^2
accumulation drop u(D_T): 0.0964 V
total elastance S: 61.059 V nm^2/e
elastance at slab A centre: 40.088 V nm^2/e
elastance at slab B centre: 25.612 V nm^2/e
total A: 0.05000 nm^-2 = 5.000e+12 cm^-2
total B: 0.07770 nm^-2 = 7.770e+12 cm^-2
ratio total B / total A: 1.5541
neutral pair, each sign: 0.14146 nm^-2
delta(q) A, B: 0.0434, 0.0577 V
shift_body by formula, A and B: 2.0478 V
fresh: solver V_body 3.1917 V, V_gate -3.1917 V
A: solver V_body 5.2395 V, V_gate -4.2837 V
B: solver V_body 5.2395 V, V_gate -6.0038 V
neutral: solver V_body 5.2395 V, V_gate -1.1439 V
A reshaped: solver V_body 5.2395 V, V_gate -4.2837 V
A: shift_body 2.0478 V, shift_gate -1.0920 V
B: shift_body 2.0478 V, shift_gate -2.8121 V
neutral: shift_body 2.0478 V, shift_gate 2.0478 V
A reshaped: shift_body 2.0478 V, shift_gate -1.0920 V
A: widening 3.1398 V, recovered q 0.05000 nm^-2
B: widening 4.8599 V, recovered q 0.07770 nm^-2
neutral: widening -0.0000 V, recovered q -0.00000 nm^-2
A reshaped: widening 3.1398 V, recovered q 0.05000 nm^-2
A: recovered centroid 12.00 nm from gate
B: recovered centroid 6.00 nm from gate
A reshaped: recovered centroid 12.00 nm from gate
naive q (mid-nitride, no delta): 0.06234 nm^-2
A: naive error 24.7 %, widening/S = 0.05142 nm^-2, error 2.8 %
B: naive error -19.8 %, widening/S = 0.07959 nm^-2, error 2.4 %
largest solver-formula difference: 0.021 mV
largest oxide field in a read, B: 0.523 V/nm
peak Boltzmann hole density, B: 0.388 nm^-3
every check passed
```
